# Avoided Crossings of Adjacent Stark Shells and Their Diabatic Passage

One electron moves outside a small closed core in a static electric field. Spin, relativity and radiation are left out. In Hartree atomic units

$$H=\tfrac12p^2-\frac1r+v(r)+Fz ,$$

where $v$ is a spherical potential that is negligible outside the core. Without the field the levels are $-1/[2(n-\delta_l)^2]$, which defines the quantum defects $\delta_l$. We take $m\ge0$ and assume that $(2l+1)\delta_l$ is well below 1. The parts below find how the core couples Stark states of the shells $n$ and $n'=n+1$, and how fast the field must change for the atom to pass their crossing without changing its character.

## (a) Stark states of one hydrogen shell

*For $v=0$, find the linear Stark energies, and the amplitudes of the Stark states on states of definite $l$, with signs tied to the radial functions.*

**Solution.** Let $H_0=p^2/2-1/r$ and let $\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\mathbf r/r$ be the Runge–Lenz vector. Classically, Newton's equation $\dot{\mathbf p}=-\mathbf r/r^3$ gives

$$\frac{d}{dt}[\mathbf r(\mathbf r\cdot\mathbf p)]=\mathbf p(\mathbf r\cdot\mathbf p)+\mathbf r p^2-\frac{\mathbf r}{r},\qquad
\frac{d}{dt}[r^2\mathbf p]=2(\mathbf r\cdot\mathbf p)\mathbf p-\frac{\mathbf r}{r}.$$

Twice the second minus the first is $3\mathbf p(\mathbf r\cdot\mathbf p)-\mathbf rp^2-\mathbf r/r$. Since $\mathbf A=\mathbf rp^2-\mathbf p(\mathbf r\cdot\mathbf p)-\mathbf r/r$, this equals $4H_0\mathbf r-3\mathbf A$. Hence

$$4H_0\mathbf r-3\mathbf A=\frac{d\mathbf G}{dt},\qquad \mathbf G=2r^2\mathbf p-\mathbf r(\mathbf r\cdot\mathbf p).$$

The identity survives quantization with symmetrized products. Corrections to replacing the Poisson bracket by a commutator need third derivatives of both $H_0$ and $\mathbf G$. They vanish because $\mathbf G$ is quadratic in position and linear in momentum, while $H_0$ is quadratic in momentum and has no mixed terms. Between two states of one shell $i[H_0,\mathbf G]$ has zero matrix elements, and $H_0=-1/(2n^2)$, so

$$\mathbf r\to-\tfrac32n^2\mathbf A=-\tfrac32n\mathbf K,\qquad \mathbf K=n\mathbf A .$$

The standard algebra of the hydrogen shell is $[K_i,K_j]=i\epsilon_{ijk}L_k$, $[L_i,K_j]=i\epsilon_{ijk}K_k$, $\mathbf L\cdot\mathbf K=0$ and $L^2+K^2=n^2-1$. Therefore $\mathbf J_{1,2}=(\mathbf L\pm\mathbf K)/2$ are commuting angular momenta with $J_1^2=J_2^2=(n^2-1)/4$, that is, $j=(n-1)/2$. Label their common eigenstates by $m_1+m_2=m$ and $m_1-m_2=-k$. Then $K_z=-k$, and

$$E_{nk}=-\frac1{2n^2}+\frac32nkF,\qquad k=-(n-1-m),\ldots,n-1-m\ \text{ in steps of }2.$$

In parabolic quantum numbers $k=n_1-n_2$. Since $m_1=(m-k)/2$ and $m_2=(m+k)/2$, the amplitudes are Clebsch–Gordan coefficients,

$$C^n_{kl}=\Big\langle j\,\tfrac{m-k}2,\;j\,\tfrac{m+k}2\Big|\,l\,m\Big\rangle .$$

Their relative signs for different $l$ have meaning only with a convention for the radial functions. In the Condon–Shortley convention the elements of $J_{1z}$ between $l$ and $l-1$ are positive. Those of $J_{2z}$ are opposite, because $L_z$ is diagonal, so those of $K_z$ are positive. The elements of $z=-\frac32nK_z$ must then be negative.

Take radial functions $u_{nl}$ positive near the nucleus. With $D=d/dr+l/r-1/l$ and $h_l=-\frac12d^2/dr^2+l(l+1)/(2r^2)-1/r$, multiplication gives $D^\dagger D=2h_l+1/l^2$ and $DD^\dagger=2h_{l-1}+1/l^2$. Thus $u_{n,l-1}=c\,Du_{nl}$, and $c>0$ because $Dr^{l+1}\approx(2l+1)r^l$. Using $\int ruu'dr=-\frac12$ and $\langle r\rangle=[3n^2-l(l+1)]/2$,

$$\int u_{n,l-1}\,r\,u_{nl}\,dr=c\Big[-\frac12+l-\frac{\langle r\rangle}{l}\Big]=-\frac{3c}{2l}(n^2-l^2)<0 .$$

The angular factor $\sqrt{(l^2-m^2)/(4l^2-1)}$ is positive, so the signs agree: the $C^n_{kl}$ belong to radial functions that start out positive.

## (b) The core element

*Express the matrix element of $v$ between a hydrogen radial state and a state distorted by the core through the quantum defect.*

**Solution.** Let $\phi$ be the hydrogen function $u_{n'l}$, of energy $E'$. Let $u$ be the normalized radial function with the core present, of energy $E=-1/(2\nu^2)$ with $\nu=n-\delta_l$. Their equations are

$$\phi''=\Big[\frac{l(l+1)}{r^2}-\frac2r-2E'\Big]\phi,\qquad u''=\Big[\frac{l(l+1)}{r^2}-\frac2r+2v-2E\Big]u .$$

Multiply the second by $\phi$, the first by $u$, subtract, and integrate to a radius $r_0$ just outside the core:

$$(\phi u'-\phi'u)_{r_0}=2\int_0^{r_0}\phi vu\,dr-2(E-E')\int_0^{r_0}\phi u\,dr .$$

The last term is dropped. It carries a level spacing of order $n^{-3}$ and an overlap over the small core.

Outside the core use the regular and irregular Coulomb functions $f$ and $g$, normalized per unit energy. In a classically allowed region with local momentum $q$ they are $f=\sqrt{2/\pi q}\,\sin\theta$ and $g=-\sqrt{2/\pi q}\,\cos\theta$, where $\theta'=q$, so $fg'-f'g=2/\pi$. An attractive core advances the phase by $\pi\delta_l$ and turns $f$ into $f\cos\pi\delta_l-g\sin\pi\delta_l$.

For unit norm, average $\sin^2\theta$ to $\frac12$. The integral over the radial range is $\int dr/(\pi q)=T/(2\pi)=\nu^3$, where $T=2\pi\nu^3$ is the Kepler period. A bound function is therefore $\nu^{-3/2}$ times an energy-normalized one. This holds for $l\ll n$ and a defect that varies slowly with energy.

Over the core the small change of $f$ between $E$ and $E'$ is neglected. Then $\phi=n'^{-3/2}f$, and only the $g$ part of $u$ contributes to the Wronskian:

$$\int\phi vu\,dr=\frac12\,\frac{-\sin\pi\delta_l}{(n'\nu)^{3/2}}\,\frac2\pi=-\frac{\sin\pi\delta_l}{\pi(n'\nu)^{3/2}}\simeq-\frac{\delta_l}{(nn')^{3/2}} .$$

For $n'=n$ the last form is the familiar shift $-\delta_l/n^3$, obtained by expanding $-1/[2(n-\delta_l)^2]$. The core potential need not be weak inside the core, and the sine form does not need a small defect. Only the last, linear form needs $\delta_l\ll1$.

## (c) The gap

*Two Stark states $(n,k,m)$ and $(n',k',m)$ would cross in hydrogen. Find their smallest separation in the presence of the core.*

**Solution.** Let $|a\rangle$ be hydrogen Stark states with energies $E_a$. Projecting $(H-E)\Psi=0$ onto $\langle a|$ gives

$$(E-E_a)\langle a|\Psi\rangle=\langle a|v|\Psi\rangle .$$

Near the crossing $\Psi$ consists mainly of the two states, with amplitudes $c_b$. Near the nucleus we approximate each by its zero-field combination from part (a). Its $l$ component is then $C_{bl}\,n_b^{-3/2}f$, and the core converts $f$ into $f-g\tan\pi\delta_l$. The Wronskian calculation of part (b) gives, to first order in the defects,

$$(E-E_a)c_a=\sum_bW_{ab}c_b,\qquad W_{ab}=-\frac1{(n_an_b)^{3/2}}\sum_l\delta_lC_{al}C_{bl}.$$

The diagonal terms shift the position of the crossing. Write $W$ for the off-diagonal term and $\epsilon$ for the difference of the shifted diagonal energies. The eigenvalues of the $2\times2$ matrix differ by $\sqrt{\epsilon^2+4W^2}$, whose minimum, at $\epsilon=0$, is

$$\boxed{\Delta=2|W|=\frac{2}{(nn')^{3/2}}\Big|\sum_{l\ge m}\delta_l\,C^n_{kl}C^{n'}_{k'l}\Big|}$$

For large $n$ the prefactor becomes $2/n^3$. With $v=0$ the gap is zero: the problem separates in parabolic coordinates, and nothing couples the two states.

The two-state reduction needs core couplings small against $3nF$, the spacing of neighbouring Stark levels, for which $k$ differs by 2. When the defects, counted from the nearest integer, are not small, many Stark states mix and this formula fails. If the terms of the sum nearly cancel, the neglected corrections can be a large fraction of the gap even for small defects.

**Opposite edges.** The first pair to meet is the highest state of $n$, $k=n-1-m$, and the lowest of $n+1$, $k'=-(n-m)$. The lowest state has the largest $K_z$. Since $K_z$ has zero diagonal and positive off-diagonal elements in $l$, all components of that eigenvector have one sign. Reversing $k$ interchanges $m_1$ and $m_2$, which multiplies the coefficient by $(-1)^{2j-l}$, so the highest state has alternating signs. Successive $l$ therefore enter the gap with opposite signs, and positive defects partly cancel.

**Closed form for $m=1$.** The condition $L_+|l{=}1,m{=}1\rangle=0$ relates neighbouring amplitudes $c(m_1)$:

$$\frac{c(m_1+1)^2}{c(m_1)^2}=\frac{(j-m_1)(j+m_1+1)}{(j+m_1)(j+1-m_1)} .$$

It is solved by $c^2\propto(j+m_1)(j+1-m_1)=(n-k)(n+k)/4$. With $a=(n-k)/2$ the normalizing sum is $\sum_{a=1}^{n-1}a(n-a)=n(n^2-1)/6$. At an edge, $|k|=n-2$, the product is $n-1$, so $(C^n_{k1})^2=6/[n(n+1)]$. The $p$ contribution to the gap is then

$$\Delta_p=\frac{12\,\delta_1}{(n+1)\sqrt{n(n+2)}\,[n(n+1)]^{3/2}}\;\longrightarrow\;\frac{12\,\delta_1}{n^5}.$$

The extra factor $n^{-2}$ beyond the explicit $n^{-3}$ comes from the small $p$ content of edge states.

Normalizing $u_{n,l-1}=c\,Du_{nl}$ in part (a) gives $c^{-2}=1/l^2-1/n^2$, so the element of $K_z=-2z/(3n)$ between $l-1$ and $l$ is $\sqrt{(n^2-l^2)(l^2-m^2)/(4l^2-1)}$. For $l=2$ and $m=1$ it is $\sqrt{(n^2-4)/5}$. The first row of $K_zC=-kC$ then gives $C_{k2}/C_{k1}=-k\sqrt{5/(n^2-4)}$, with magnitude tending to $\sqrt5$ at the edges. The $p$ and $d$ waves together thus give $12|\delta_1-5\delta_2|/n^5$ at large $n$. In that limit a $d$ defect one fifth of the $p$ defect would cancel these two leading terms. The limit is approached slowly: at $n=10$ the factor 5 is only 3.4.

## (d) Where the levels meet

*Find the crossing field and the difference of slopes from the linear energies.*

**Solution.** The slopes differ by $\Delta\mu=\frac32|nk-n'k'|$. For a pair that converges as $F$ grows, equating the energies gives

$$F_c=\frac1{2\Delta\mu}\Big(\frac1{n^2}-\frac1{n'^2}\Big).$$

For the edge pair with $m=1$, $\Delta\mu=\frac32[n(n-2)+(n+1)(n-1)]=\frac32(2n^2-2n-1)\to3n^2$. The bracket in $F_c$ tends to $2/n^3$, so $F_c\to1/(3n^5)$.

Compared with the nuclear attraction at distance $n^2$, of size $1/n^4$, this field is weaker by a factor $1/(3n)$. That makes the use of zero-field amplitudes near the nucleus plausible at large $n$, but does not give the error.

Ionization by the field has been ignored. It is slow if the state lies well below the ionization barrier. On the negative $z$ axis the potential is $-1/|z|-F|z|$, with maximum $-2\sqrt F$ at $|z|=F^{-1/2}$.

## (e) Sweeping the field

*The field passes $F_c$ at a constant rate $\dot F$. Find the probability $P$ that the atom keeps its original parabolic character, and the slew rate this requires.*

**Solution.** Let $\alpha=\Delta\mu|\dot F|$ and measure time from the crossing. Apart from a common phase, and with the time direction and labels chosen suitably, the amplitudes obey

$$i\dot a=\tfrac12\alpha t\,a+Wb,\qquad i\dot b=-\tfrac12\alpha t\,b+Wa .$$

Set $a=Ae^{-i\alpha t^2/4}$ and $b=Be^{i\alpha t^2/4}$. Then

$$i\dot A=WBe^{i\alpha t^2/2},\qquad i\dot B=WAe^{-i\alpha t^2/2}.$$

Differentiating the first and inserting the second gives $\ddot A-i\alpha t\dot A+W^2A=0$. One more derivative gives, for $y=\dot A$,

$$\ddot y-i\alpha t\dot y+(W^2-i\alpha)y=0 .$$

Try $y=\int_0^\infty w(s)e^{ist}ds$. Replace $te^{ist}$ by $-i\,d(e^{ist})/ds$ and integrate by parts. The equation holds if

$$i\alpha(sw)'=(s^2-W^2+i\alpha)w\quad\Rightarrow\quad w=s^{i\gamma}e^{-is^2/(2\alpha)},\qquad\gamma=\frac{W^2}{\alpha}.$$

The boundary term, proportional to $sw$, vanishes at $s=0$. At infinity the integral converges when its path is turned slightly below the real axis.

*Early times.* For $t\to-\infty$ the phase $st-s^2/(2\alpha)$ has no stationary point at $s>0$. The region near $s=0$ gives $y\simeq\Gamma(1+i\gamma)(-it)^{-1-i\gamma}$. This tends to zero, so $B\to0$: the atom starts in state $a$. Here $-it=|t|e^{i\pi/2}$, hence $|y|\simeq|\Gamma(1+i\gamma)|e^{\pi\gamma/2}/|t|$. The equation for $A$ gives $W^2A\simeq i\alpha ty$, so

$$|A(-\infty)|^2=\frac{|\Gamma(1+i\gamma)|^2e^{\pi\gamma}}{\gamma^2}=\frac{\pi e^{\pi\gamma}}{\gamma\sinh\pi\gamma},$$

where $|\Gamma(1+i\gamma)|^2=\pi\gamma/\sinh\pi\gamma$ was used.

*Late times.* For $t\to+\infty$ there is a stationary point at $s=\alpha t$, where the second derivative of the phase is $-1/\alpha$. Its contribution has $|y|=\sqrt{2\pi\alpha}$, so $|B(+\infty)|^2=2\pi\alpha/W^2=2\pi/\gamma$.

The total probability is conserved, and the fraction transferred is

$$1-P=\frac{2\pi/\gamma}{\pi e^{\pi\gamma}/(\gamma\sinh\pi\gamma)}=2e^{-\pi\gamma}\sinh\pi\gamma=1-e^{-2\pi\gamma}.$$

With $W^2=\Delta^2/4$,

$$\boxed{P=\exp\Big(-\frac{\pi\Delta^2}{2\Delta\mu|\dot F|}\Big),\qquad |\dot F|_P=\frac{\pi\Delta^2}{2\Delta\mu\ln(1/P)}}$$

Passage with probability at least $P$ needs a slew rate of at least $|\dot F|_P$. A slow sweep gives $P\to0$: the atom follows the energy curve and exchanges its character. A fast one gives $1-P\simeq\pi\Delta^2/(2\Delta\mu|\dot F|)$. For the $m=1$ edge pair at large $n$, fixed defects whose contributions do not cancel give $\Delta\propto n^{-5}$ and $\Delta\mu\propto n^2$, so the required rate falls as $n^{-12}$.

The sweep must not be so fast that crossings overlap. The transition takes a time of order $\alpha^{-1/2}$ when $\gamma$ is small, during which the field changes by about $\sqrt{|\dot F|/\Delta\mu}$. This must be small against the distance to the next crossing. If several paths through a network of crossings rejoin, amplitudes with their phases must be added, not probabilities.

## (f) A worked crossing

*Evaluate the edge crossing of $n=10$ and $n=11$ for $m=1$ and the model core $v=-e^{-2r}$, and judge the approximations.*

**Solution.** The states are $k=8$ and $k'=-9$. In the finite basis used for the numerical work, the defects are $\delta_1=0.03867$, $\delta_2=0.00285$ and $\delta_3=0.00009$. The converged values of the first two are $0.03872$ and $0.00286$; with a converged basis the formula gap and the full gap below both rise by 0.1 percent. The $p$ term follows from the coefficients $0.2336$ and $0.2132$:

$$\frac{2(0.03867)(0.2336)(0.2132)}{110^{3/2}}=3.34\times10^{-6}.$$

The $d$ coefficients are $-0.4264$ and $0.3967$. Adding the signed terms,

$$\Delta=(3.338-0.836+0.039-0.001)\times10^{-6}=2.54\times10^{-6}\ \text{hartree},$$

or $16.7$ GHz. The $d$ wave removes a quarter of the $p$ contribution although its defect is some fourteen times smaller.

The slope difference is $\frac32(80+99)=268.5$, and the linear crossing field is $3.232\times10^{-6}$. At this field the linear energy is $-0.0046$ and the barrier top is $-0.0036$, so the crossing lies below the barrier.

Diagonalization of the full Hamiltonian in a basis with many shells and many $l$ gives a crossing at $3.199\times10^{-6}$, or $16.5$ kV/cm, 1.0 percent below the linear value. Its gap is $2.37\times10^{-6}$ hartree, or $15.6$ GHz. The formula is thus 7 percent too large relative to the full result for the same model. Reducing the basis changes the gap by 0.3 percent. Ignoring the signs would give $4.21\times10^{-6}$, 78 percent too large, and without the core the remaining gap is $10^{-12}$, consistent with a true crossing.

For $n=14$ the formula is 4.7 percent too large. Two points do not establish how the error depends on $n$. With the core depth reduced from 1 to 0.05 the excess falls to 2.3 percent for $n=10$ and 1.1 percent for $n=14$. Most of the error therefore grows with the core strength and is of higher order in the defects; a smaller part remains for a weak core.

For 90 percent diabatic passage the formula gap gives

$$|\dot F|=\frac{\pi(2.54\times10^{-6})^2}{2(268.5)(0.1054)}=3.58\times10^{-13},$$

or about $76$ kV/cm per ns. The rates for 50 and 99 percent are about $12$ and $800$ kV/cm per ns. Because the gap enters squared, its 7 percent excess makes these rates about 15 percent larger than the full gap would require with the same slope difference.

At the 99 percent rate, $3.75\times10^{-12}$, the field changes during the transition by about $\sqrt{3.75\times10^{-12}/268.5}=1.2\times10^{-7}$, or 4 percent of $F_c$. In the linear picture the next crossing of either state is $179/159-1=13$ percent higher. The crossing is still separate, though not by a wide margin.

The sweep was also tested by propagating many coupled levels through fields within 6 percent of the crossing. At the rates set for $P=0.5$ and $0.9$ it gave $0.554$ and $0.915$; the Landau–Zener formula with the full gap gives $0.546$ and $0.912$. Most of the departure from the targets thus comes from the approximate gap. The remaining differences are below 0.01. The Landau–Zener values use the slope difference of the linear energies, 268.5. The full levels have a slope difference of 275 at the crossing, 2.4 percent larger; with it the formula gives $0.554$ and $0.914$.

## Table of computed values

```
core depth = 1.0 hartree, decay rate = 2.0 1/bohr
states: n=10, k=8 and n=11, k=-9, m=1
l=1: quantum defect = 0.038672
l=2: quantum defect = 0.002853
l=3: quantum defect = 0.000085
l=4: quantum defect = 0.000001
l=1: C(n,k,l) = 0.23355, C(n+1,k',l) = 0.21320
l=1: signed term of gap = 3.3382e-06 hartree
l=2: C(n,k,l) = -0.42640, C(n+1,k',l) = 0.39666
l=2: signed term of gap = -8.3647e-07 hartree
l=3: C(n,k,l) = 0.52357, C(n+1,k',l) = 0.50175
l=3: signed term of gap = 3.8664e-08 hartree
l=4: C(n,k,l) = -0.50175, C(n+1,k',l) = 0.50175
l=4: signed term of gap = -5.6353e-10 hartree
largest coupling error / largest coupling = 4.65e-04
l=1: core element / sine law = 1.00025
l=2: core element / sine law = 1.00337
slope difference = 268.5 a.u. of dipole
crossing field, linear energies = 3.23191e-06 a.u.
crossing field, full = 3.19910e-06 a.u. = 16450.4 V/cm
estimate 1/(3 n^5) = 3.3333e-06 a.u.
Stark spacing 3 n F = 9.5973e-05 hartree
gap, formula = 2.5398e-06 hartree = 16.711 GHz
gap, full diagonalization = 2.3725e-06 hartree = 15.610 GHz
ratio formula/full, n=10: 1.0705
gap if signs are ignored = 4.2138e-06 hartree
residual gap without core = 1.0e-12 hartree
gap full, basis 30 / basis 36 = 0.996780
n=14: gap formula = 4.9302e-07 hartree
n=14: gap full = 4.7094e-07 hartree
ratio formula/full, n=14: 1.0469
slew rate for P=0.5: 5.4443e-14 a.u. = 1.157e+04 V/cm per ns
slew rate for P=0.9: 3.5817e-13 a.u. = 7.614e+04 V/cm per ns
slew rate for P=0.99: 3.7548e-12 a.u. = 7.982e+05 V/cm per ns
target P=0.5: many-level sweep 0.5540, Landau-Zener with full gap 0.5462
target P=0.9: many-level sweep 0.9148, Landau-Zener with full gap 0.9122
```
